# Closed-Form Exposure of a Bleaching Resist without Residual Absorption: test program

```python
"""
Bleaching film without residual absorption (Dill equations with B = 0):
    dI/dz = -A M I,    dM/dt = -C I M,    I(0,t) = I0,    M(z,0) = 1.
Result under test, with incident dose D = I0 t:
    I = I0 / (1 + exp(-C D) (exp(A z) - 1))
    M = 1 / (1 + (exp(C D) - 1) exp(-A z))
I: intensity, M: remaining absorber fraction, z: depth, t: time,
A: bleachable absorption coefficient, C: bleaching rate per unit dose,
B: residual absorption coefficient, E: local dose (time integral of I).
Units: micrometre, second, mJ/cm^2 and mW/cm^2.
The reference solution integrates the original coupled equations.
"""
import numpy as np
from scipy.constants import c, h
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid

A = 0.8             # 1/um
C = 0.02            # cm^2/mJ
thickness = 1.5     # um
I0 = 100.0          # mW/cm^2


def intensity_ratio(z, dose):
    return 1 / (1 + np.exp(-C * dose) * np.expm1(A * z))


def absorber_fraction(z, dose):
    return 1 / (1 + np.expm1(C * dose) * np.exp(-A * z))


def local_dose(z, dose):
    return np.log1p(np.expm1(C * dose) * np.exp(-A * z)) / C


def integrate_film(depth, points, times, B=0.0, lamp=lambda t: I0):
    """Integrate the coupled equations; return z, M, E and I/lamp."""
    z = np.linspace(0, depth, points)

    def attenuation(M):
        return np.exp(-cumulative_trapezoid(A * M + B, z, initial=0))

    def rates(t, state):
        M = state[:points]
        I = lamp(t) * attenuation(M)
        return np.concatenate((-C * I * M, I))

    start = np.concatenate((np.ones(points), np.zeros(points)))
    run = solve_ivp(rates, (0, times[-1]), start, method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert run.success
    M = run.y[:points].T
    E = run.y[points:].T
    ratio = np.array([attenuation(row) for row in M])
    return z, M, E, ratio


# Closed forms against the coupled equations, at all depths and doses.
target = 0.99
dose_99 = np.log(target / (1 - target) * np.expm1(A * thickness)) / C
doses = np.array([0, 0.5, 1, 50, 100, 200, dose_99, 400])
z, M_num, E_num, T_num = integrate_film(thickness, 301, doses / I0)
error_I = error_M = error_E = 0.0
for k, dose in enumerate(doses):
    error_I = max(error_I, np.max(abs(T_num[k] - intensity_ratio(z, dose))))
    error_M = max(error_M, np.max(abs(M_num[k] - absorber_fraction(z, dose))))
    error_E = max(error_E, np.max(abs(E_num[k] - local_dose(z, dose))))
assert error_I < 1e-5 and error_M < 1e-5
assert error_E < 1e-3   # mJ/cm^2, depth quadrature error

# Local-dose relation and the reduced equation in depth.
assert np.allclose(M_num, np.exp(-C * E_num), atol=1e-7)
slope_E = np.gradient(E_num[4], z, edge_order=2)
assert np.allclose(slope_E, -(A / C) * (1 - np.exp(-C * E_num[4])), atol=5e-3)

# Beer-Lambert start, initial slope, late deficit and 99 percent dose.
assert np.allclose(T_num[0], np.exp(-A * z), atol=1e-8)
T_back = T_num[:, -1]
step = doses[1]
initial_slope = (4 * T_back[1] - 3 * T_back[0] - T_back[2]) / (2 * step)
C_recovered = initial_slope / (T_back[0] * (1 - T_back[0]))
assert abs(C_recovered / C - 1) < 1e-3
late_deficit = np.exp(-C * doses[-1]) * np.expm1(A * thickness)
assert abs((1 - T_back[-1]) / late_deficit - 1) < 1e-2
assert abs(T_back[6] - target) < 1e-5

# Energy removed from the beam, and its saturation.
absorbed_num = doses - E_num[:, -1]
converted = (A / C) * trapezoid(1 - M_num, z, axis=1)
assert np.allclose(absorbed_num, converted, atol=1e-3)
saturation = A * thickness / C
assert abs(absorbed_num[-1] / saturation - 1) < 2e-3

# Half-bleached depth in the film, then front motion in a thick layer.
front_50 = np.log(np.expm1(C * 50)) / A
front_50_num = np.interp(0.5, M_num[3], z)
assert abs(front_50_num - front_50) < 1e-4
thick_z, thick_M, _, thick_T = integrate_film(12, 601, np.array([0, 2, 3, 4]))
fronts = [np.interp(0.5, row, thick_z) for row in thick_M[1:]]
front_speed_num = fronts[2] - fronts[1]     # one second apart
front_speed = C * I0 / A
assert abs(front_speed_num / front_speed - 1) < 0.01
deep_tail = np.exp(C * 200 - A * 12)
assert abs(thick_T[1, -1] / deep_tail - 1) < 0.01

# A ramped lamp delivers 200 mJ/cm^2 in 2 s; only the dose should matter.
_, ramp_M, _, ramp_T = integrate_film(
    thickness, 301, np.array([0.0, 2.0]), lamp=lambda t: I0 * t)
assert np.allclose(ramp_M[-1], M_num[5], atol=1e-6)
assert np.allclose(ramp_T[-1], T_num[5], atol=1e-6)

# Residual absorption prevents full transparency.
B_test = 0.1
_, _, _, residual_T = integrate_film(
    thickness, 301, np.array([0.0, 10.0]), B=B_test)
residual_limit = np.exp(-B_test * thickness)
assert abs(residual_T[-1, -1] - residual_limit) < 1e-5

# Photon-by-photon simulation of the microscopic meaning of A and C.
wavelength_nm = 365.0
density = 2e20                                      # absorbers per cm^3
photon_mJ = h * c / (wavelength_nm * 1e-9) * 1e3
cross_section = A * 1e4 / density                   # cm^2
quantum_yield = C * photon_mJ / cross_section
assert 0 < quantum_yield < 1
layers, per_layer = 40, 400
layer_cm = thickness * 1e-4 / layers
area = per_layer / (density * layer_cm)             # cm^2
mc_dose = 100.0
photons = int(round(mc_dose * area / photon_mJ))
rng = np.random.default_rng(12345)
optical_paths = rng.exponential(size=photons)
reaction_draws = rng.random(photons)
molecules = np.full(layers, float(per_layer))
for path, draw in zip(optical_paths, reaction_draws):
    optical_depth = np.cumsum(molecules) * (cross_section / area)
    hit = optical_depth.searchsorted(path)
    if hit < layers and draw < quantum_yield:
        molecules[hit] -= 1
middle = (np.arange(layers) + 0.5) * thickness / layers
mc_halves = (molecules / per_layer).reshape(2, -1).mean(axis=1)
formula_halves = absorber_fraction(middle, mc_dose).reshape(2, -1).mean(axis=1)
# The statistical standard error of each half is about 0.005.
assert np.all(abs(mc_halves - formula_halves) < 0.025)

print(f"A = {A:.2f} 1/um")
print(f"C = {C:.3f} cm^2/mJ")
print(f"film thickness = {thickness:.2f} um")
print(f"incident intensity I0 = {I0:.1f} mW/cm^2")
print(f"initial optical depth A d = {A * thickness:.3f} (no unit)")
print("Back face: dose (mJ/cm^2), C*dose, I/I0 formula, I/I0 numeric, M")
for k in (0, 3, 4, 5, 7):
    D = doses[k]
    print(f"  {D:5.0f}  {C * D:4.1f}  {intensity_ratio(thickness, D):.5f}"
          f"  {T_back[k]:.5f}  {absorber_fraction(thickness, D):.5f}")
print(f"largest error in I/I0, all depths = {error_I:.1e} (no unit)")
print(f"largest error in M, all depths = {error_M:.1e} (no unit)")
print(f"dose for 99% transmittance = {dose_99:.2f} mJ/cm^2")
print(f"time for 99% transmittance = {dose_99 / I0:.3f} s")
print(f"initial slope dT/dD, numeric = {initial_slope:.6f} cm^2/mJ")
print(f"C recovered from initial slope = {C_recovered:.6f} cm^2/mJ")
print(f"1 - I/I0 at 400 mJ/cm^2, numeric = {1 - T_back[-1]:.3e}")
print(f"1 - I/I0 at 400 mJ/cm^2, late law = {late_deficit:.3e}")
back_dose = local_dose(thickness, 100.0)
frozen_dose = 100.0 * np.exp(-A * thickness)
print(f"back-face dose at D=100, bleaching = {back_dose:.2f} mJ/cm^2")
print(f"back-face dose at D=100, frozen = {frozen_dose:.2f} mJ/cm^2")
print(f"energy absorbed at D=100 = {100 - back_dose:.2f} mJ/cm^2")
print(f"energy absorbed at D=400, numeric = {absorbed_num[-1]:.2f} mJ/cm^2")
print(f"saturation energy A d/C = {saturation:.2f} mJ/cm^2")
print(f"half-bleached depth at D=50, formula = {front_50:.4f} um")
print(f"half-bleached depth at D=50, numeric = {front_50_num:.4f} um")
print(f"late front speed, formula = {front_speed:.3f} um/s")
print(f"front speed from 3 s to 4 s, numeric = {front_speed_num:.3f} um/s")
print(f"I/I0 at 12 um, D=200, numeric = {thick_T[1, -1]:.4e}")
print(f"I/I0 at 12 um, D=200, tail law = {deep_tail:.4e}")
print(f"residual absorption test value B = {B_test:.2f} 1/um")
print(f"I/I0 at D=1000 with this B, numeric = {residual_T[-1, -1]:.5f}")
print(f"late limit exp(-B d) = {residual_limit:.5f}")
print(f"wavelength = {wavelength_nm:.0f} nm")
print(f"photon energy = {photon_mJ * 1e-3:.4e} J")
print(f"absorber density = {density:.2e} 1/cm^3")
print(f"absorption cross-section = {cross_section:.3e} cm^2")
print(f"quantum yield = {quantum_yield:.4f} (no unit)")
print(f"photons simulated = {photons}, absorbers = {layers * per_layer}")
print(f"mean M at D=100, upper half: simulation {mc_halves[0]:.3f},"
      f" formula {formula_halves[0]:.3f}")
print(f"mean M at D=100, lower half: simulation {mc_halves[1]:.3f},"
      f" formula {formula_halves[1]:.3f}")
print("every check passed")
```

It prints:

```
A = 0.80 1/um
C = 0.020 cm^2/mJ
film thickness = 1.50 um
incident intensity I0 = 100.0 mW/cm^2
initial optical depth A d = 1.200 (no unit)
Back face: dose (mJ/cm^2), C*dose, I/I0 formula, I/I0 numeric, M
      0   0.0  0.30119  0.30119  1.00000
     50   1.0  0.53951  0.53951  0.65896
    100   2.0  0.76104  0.76104  0.34196
    200   4.0  0.95924  0.95924  0.05833
    400   8.0  0.99922  0.99922  0.00111
largest error in I/I0, all depths = 1.1e-07 (no unit)
largest error in M, all depths = 2.9e-08 (no unit)
dose for 99% transmittance = 271.84 mJ/cm^2
time for 99% transmittance = 2.718 s
initial slope dT/dD, numeric = 0.004210 cm^2/mJ
C recovered from initial slope = 0.020000 cm^2/mJ
1 - I/I0 at 400 mJ/cm^2, numeric = 7.777e-04
1 - I/I0 at 400 mJ/cm^2, late law = 7.783e-04
back-face dose at D=100, bleaching = 53.65 mJ/cm^2
back-face dose at D=100, frozen = 30.12 mJ/cm^2
energy absorbed at D=100 = 46.35 mJ/cm^2
energy absorbed at D=400, numeric = 59.96 mJ/cm^2
saturation energy A d/C = 60.00 mJ/cm^2
half-bleached depth at D=50, formula = 0.6767 um
half-bleached depth at D=50, numeric = 0.6767 um
late front speed, formula = 2.500 um/s
front speed from 3 s to 4 s, numeric = 2.503 um/s
I/I0 at 12 um, D=200, numeric = 3.6845e-03
I/I0 at 12 um, D=200, tail law = 3.6979e-03
residual absorption test value B = 0.10 1/um
I/I0 at D=1000 with this B, numeric = 0.86071
late limit exp(-B d) = 0.86071
wavelength = 365 nm
photon energy = 5.4423e-19 J
absorber density = 2.00e+20 1/cm^3
absorption cross-section = 4.000e-17 cm^2
quantum yield = 0.2721 (no unit)
photons simulated = 97997, absorbers = 16000
mean M at D=100, upper half: simulation 0.171, formula 0.176
mean M at D=100, lower half: simulation 0.277, formula 0.279
every check passed
```
